# Halving film thickness and constrained grain-boundary diffusion: when relaxation is eight times faster

In a continuum model, halving the thickness $h$ of a film bonded to a thick substrate shortens its relaxation time by constrained grain-boundary diffusion eightfold, provided that the grain size $d$ is halved too. The time scale is

$$t_h=\frac{kT\,h^3}{E^*\,\delta D\,\Omega},\qquad E^*=\frac{E}{1-\nu^2},$$

where $\delta D$ is boundary width times boundary diffusivity, $\Omega$ the atomic volume, $E$ Young's modulus and $\nu$ Poisson's ratio. Fixed temperature, diffusivity and elastic constants do not suffice for the factor eight. If $d$ is held fixed, the factor is near 8 for $d\gg h$, and near 4 for $d\ll h$ once the relaxed fraction exceeds about $d/h$. "Faster" here compares the times needed to reach the same relaxed fraction, not the stress lost in the same time.

## The estimate

A film under tension $\sigma_0$ relaxes when atoms leave its free surface, enter the grain boundaries normal to the film, and wedge the grains apart. Let $u$ be the thickness of the inserted material.

If $d$ is comparable with $h$ or larger, a wedge of depth $h$ strains the lattice over a lateral distance of order $h$. The strain is $u/h$ and the stress relieved is $E^*u/h$, so relaxation needs $u\sim\sigma_0h/E^*$. The inserted area in cross-section is then $uh\sim\sigma_0h^2/E^*$.

The stress gradient that drives the atoms is $\sigma_0/h$, which delivers area at the rate $\Omega\,\delta D\,\sigma_0/(kTh)$. Dividing the area by the rate gives $kTh^3/(E^*\delta D\,\Omega)$. Two powers of $h$ come from the material required and one from the gradient.

If instead $d\ll h$, neighbouring wedges share the strain, which becomes $u/d$. The required thickness is $u\sim\sigma_0d/E^*$, and the time scales as $dh^2$. Halving $h$ at fixed $d$ then gains a factor of four.

## Transport along the boundary

Let $z$ be depth below the surface and count tension as positive. The model is plane strain with parallel boundaries at spacing $d$. An atom inserted where the normal stress is $\sigma$ lets that stress do work $\Omega\sigma$, so its chemical potential, relative to the unstressed flat surface, is $\mu=-\Omega\sigma$. The number of atoms passing depth $z$ per unit time and unit length of boundary is

$$J=-\frac{\delta D}{\Omega kT}\frac{\partial\mu}{\partial z}=\frac{\delta D}{kT}\frac{\partial\sigma}{\partial z}.$$

Where more atoms arrive than leave, the inserted layer thickens:

$$\frac{\partial u}{\partial t}=-\Omega\frac{\partial J}{\partial z}=-\frac{\Omega\,\delta D}{kT}\frac{\partial^2\sigma}{\partial z^2}.$$

A fast surface supply keeps $\mu=0$ at the mouth, hence $\sigma(0,t)=0$. No atoms pass the bonded interface, hence $\partial\sigma/\partial z=0$ at $z=h$. Sliding and diffusion along the interface are excluded. The linear law requires $\sigma\Omega\ll kT$.

## Stress of an inserted layer

Take film and substrate to have the same isotropic elastic constants. Insert a layer of thickness $b$ on the plane $x=0$, from the surface to depth $c$. Use an Airy function $\phi$ with

$$\sigma_{xx}=\phi_{zz},\qquad \sigma_{zz}=\phi_{xx},\qquad \sigma_{xz}=-\phi_{xz}.$$

With $r_1^2=x^2+(z-c)^2$ and $r_2^2=x^2+(z+c)^2$, try

$$\phi=D_0\left[(z-c)\ln\frac{r_1}{r_2}-\frac{2cz(z+c)}{r_2^2}\right].$$

Each term is a linear function of $z$ times a harmonic function, and is therefore biharmonic, as compatibility requires. At $z=0$, $r_1=r_2$ and $\phi=0$ for all $x$, so $\sigma_{zz}=0$. The first term has normal derivative $2c^2/(x^2+c^2)$ there, and the second has $-2c^2/(x^2+c^2)$. Thus $\phi_z=0$ along the surface and the shear traction vanishes too.

The singularity at depth $c$ is the end of the layer. Because $\phi$ and its gradient are single-valued, no point force acts there. The displacement jump across the cut $x=0$ must be rigid, since the strains are continuous. A rotational part is ruled out by the $1/r_1$ singularity: the circuit integral of the rotation gradient must not depend on radius, yet it would scale as $1/r_1$. Mirror symmetry rules out a vertical jump. What remains is a uniform horizontal opening.

To find $D_0$, integrate along $x$ using

$$\int\ln\frac{r_1}{r_2}\,dx=\pi\left(|z-c|-z-c\right),\qquad \int\frac{z+c}{r_2^2}\,dx=\pi.$$

For $z<c$ this gives

$$\int\phi\,dx=D_0\left[-2\pi z(z-c)-2\pi cz\right]=-2\pi D_0z^2.$$

For $z>c$ the result is linear in $z$. Two derivatives then yield

$$\int\sigma_{xx}\,dx=\begin{cases}-4\pi D_0,&z<c\\0,&z>c.\end{cases}$$

Also $\int\sigma_{zz}\,dx=0$, because $\phi_x$ vanishes at both ends. Hooke's law in plane strain therefore gives an integrated elastic strain $-4\pi D_0/E^*$ above $c$. The far ends do not move apart: below $c$ the integral is zero, and the strains fall as $1/r^2$, so a distant path upward adds nothing. The elastic shortening must cancel the inserted thickness, $-4\pi D_0/E^*+b=0$, and

$$D_0=\frac{E^*b}{4\pi}.$$

On the boundary itself, $x=0$,

$$\frac{\phi}{D_0}=(z-c)\ln\frac{|z-c|}{z+c}-2c+\frac{2c^2}{z+c}.$$

Differentiating twice,

$$K(z,c)=\frac1{z-c}-\frac{2}{z+c}+\frac{z-c}{(z+c)^2}+\frac{4c^2}{(z+c)^3}.$$

Since $(z-c)/(z+c)^2=1/(z+c)-2c/(z+c)^2$,

$$K(z,c)=\frac1{z-c}-\frac1{z+c}-\frac{2c}{(z+c)^2}+\frac{4c^2}{(z+c)^3}.$$

For a row of boundaries, add the fields of all neighbours:

$$K_d(z,c)=\frac1{D_0}\sum_{n=-\infty}^{\infty}\phi_{zz}(nd,z).$$

A wedge $u(z)$ is a stack of layers. Those ending between $c$ and $c+dc$ have total thickness $-u'(c)\,dc$, so, as a principal value,

$$\sigma(z,t)=\sigma_0+\frac{E^*}{4\pi}\int_0^hK_d(z,c)\left[-\frac{\partial u}{\partial c}\right]dc,\qquad u(h,t)=0.$$

## Why the factor is eight

Stretching every length by $a$ multiplies $\phi/D_0$ by $a$, hence $\phi_{zz}/D_0$ by $1/a$:

$$K_{ad}(az,ac)=\frac1aK_d(z,c).$$

Set $z=hs$, $c=hr$, $d=h\rho$, $\sigma=\sigma_0S$ and $u=(\sigma_0h/E^*)g$. In the elastic equation the factor $1/h$ from $K_d$ cancels the $h$ from $dc$:

$$S=1+\frac1{4\pi}\int_0^1K_\rho(s,r)\left[-\frac{\partial g}{\partial r}\right]dr.$$

The transport equation becomes

$$\frac{\sigma_0h}{E^*}\frac{\partial g}{\partial t}=-\frac{\Omega\,\delta D}{kT}\frac{\sigma_0}{h^2}\frac{\partial^2S}{\partial s^2}
\quad\Rightarrow\quad
\frac{\partial g}{\partial(t/t_h)}=-\frac{\partial^2S}{\partial s^2}.$$

The boundary and initial conditions, $S=0$ at $s=0$, $\partial S/\partial s=0$ at $s=1$ and $g=0$ at $t=0$, contain no further parameter. The solution depends only on $s$, $t/t_h$ and $\rho=d/h$. At fixed $\rho$, every relaxed fraction is reached at a fixed $t/t_h$, and $t_h\propto h^3$. Halving both $h$ and $d$ therefore divides the time by eight. The initial stress has dropped out of the time scale, though not out of the amount of relaxation.

The mean film stress follows from the same integrals. Averaged over $x$, a layer of thickness $b$ in each boundary contributes $-4\pi D_0/d=-E^*b/d$ above its end and nothing below. Summing the stack and averaging over depth gives

$$\bar\sigma=\sigma_0-\frac{E^*\bar u}{d}.$$

The relaxed fraction is the drop in $\bar\sigma$ divided by its final drop. Diffusion stops when $\sigma=0$ all along the boundary. The grain interiors near the bonded interface can still carry stress, so $\bar\sigma$ need not vanish.

## Fixed grain size

**Narrow grains, $d\ll h$.** When the wedge varies slowly over a distance $d$, the sum over neighbours can be replaced by an integral divided by $d$. Then $K_d\to-4\pi/d$ for $z<c$ and zero for $z>c$, so

$$\sigma=\sigma_0-\frac{E^*}{d}\int_z^h\left[-\frac{\partial u}{\partial c}\right]dc=\sigma_0-\frac{E^*u}{d}.$$

This fails within a distance of order $d$ of the interface, where $u$ drops to zero, but that layer stores a negligible share of the material when $d\ll h$, so the flux just above it is still nearly zero. Elsewhere, inserting the result in the transport equation gives ordinary diffusion,

$$\frac{\partial\sigma}{\partial t}=\frac{E^*\Omega\,\delta D}{kT\,d}\frac{\partial^2\sigma}{\partial z^2}.$$

The slowest profile satisfying both end conditions is $\sin(\pi z/2h)$, with decay rate

$$\lambda=\frac{\pi^2E^*\Omega\,\delta D}{4kT\,d\,h^2}.$$

At fixed $d$ the rate quadruples when $h$ is halved. This picture needs the material to have penetrated deeper than $d$. Before that, the relaxed fraction grows as $t^{2/3}/(hd)$ (see the equal-time estimate below), so for fractions well below $d/h$ the gain falls toward $2^{3/2}\approx2.8$; at $d/h=0.05$ it is about 3.0 for a fraction of 0.2% and 4.0 for 5%.

**Wide grains, $d\gg h$.** Each boundary has the isolated kernel $K$, which contains no $d$, and the $h^3$ law returns. The total stress drop is small, however. With $\bar u\sim\sigma_0h/E^*$ it is of order $\sigma_0h/d$, and halving $h$ at fixed $d$ halves it. The thinner film relaxes faster but by less.

Numerical solution of the full equations connects the limits. The table gives the gain in the slowest decay rate on halving $h$ at fixed $d$.

| Initial $d/h$ | Gain |
|---:|---:|
| 0.05 | 4.04 |
| 0.2 | 4.15 |
| 1 | 5.08 |
| 5 | 6.75 |
| 50 | 7.98 |

## A copper-like film

Take $h=400$ nm and $200$ nm, $T=500$ K, $\sigma_0=80$ MPa and $d=h$ in each film. Rough values typical of copper are $E=130$ GPa, $\nu=0.34$ and $\Omega=0.01176$ nm³, which give $E^*=147$ GPa. The boundary diffusivity is taken as

$$\delta D=(5.0\times10^{-15}\ \mathrm{m^3/s})\,e^{-1.10\ \mathrm{eV}/kT}=4.09\times10^{-26}\ \mathrm{m^3/s}=40.9\ \mathrm{nm^3/s}.$$

Since $E^*\Omega=1.729$ GPa nm³ $=10.8$ eV and $kT=0.0431$ eV, their ratio is about 250, and

$$t_h=\frac{(400\ \mathrm{nm})^3}{250\times40.9\ \mathrm{nm^3/s}}\approx6250\ \mathrm{s}.$$

For 200 nm it is 782 s. The full continuum solution gives these times:

| | 400 nm | 200 nm |
|---|---:|---:|
| Half-relaxation | 1020 s (17 min) | 128 s (2.1 min) |
| Slowest e-fold | 2051 s | 256 s |

The computed half-time ratio is 8.000, with the two films solved on different meshes. The rough estimate has the right power of $h$ but overstates the slowest time by about three, since that time is $0.328\,t_h$ at $d=h$. For an isolated boundary the slowest time is $4\pi/11.74=1.07\,t_h$. Two separate numerical methods give 11.743 and 11.742 for the number in the denominator. The narrow-grain formula, used at $d=h$ outside its range, gives a rate 19% below the full one (31.0 against 38.3 in the same units).

The final mean stress is 8.8% of the initial value, or 7 MPa. If the 200 nm film keeps 400 nm grains, its half-time is 220 s, the gain is 4.6 instead of 8, and 16.7% of the stress remains. This gain differs from the 5.08 in the table because a half-time involves all decay modes, not the slowest alone.

**Equal clock times.** Early on, material has reached only a depth $\ell\ll h,d$. The estimate with $\ell$ in place of $h$ gives $\ell^3\sim E^*\delta D\,\Omega t/kT$. The inserted area, of order $\sigma_0\ell^2/E^*\propto t^{2/3}$, does not depend on $h$. The mean stress drop is $E^*$ times this area divided by $hd$, so halving both lengths makes it four times larger, not eight. At 0.79 s the relaxed fractions computed on 1 nm cells are 0.70% and 2.71%, a ratio of 3.89; converged values are about 1% higher, 0.70% and 2.74%, with the same ratio. Here $\ell$ is about 20 nm, already a tenth of the thickness and grain size of the thinner film, so the condition $\ell\ll h,d$ is met only roughly and a ratio of exactly four is not expected. The shortfall comes from the neighbouring boundaries: with $d=100h$ in both films the ratio is 4.00.

## What a real film changes

The parameters above are rough, and the times scale inversely with $\delta D$, so an error of ten in $\delta D$ moves them by ten. The uncertainty can be larger than that: tracer values for high-purity copper, extrapolated to 500 K, lie one to two orders of magnitude above the value used here. Temperature control matters as well: heating by 5 K raises the rate by 27%, and heating by 46 K shortens the time scale by the whole factor of eight. Heating also changes the tension if film and substrate expand differently. For copper on silicon, with a mismatch of roughly $1.4\times10^{-5}$ per kelvin, 5 K removes about 14 MPa with the isotropic biaxial modulus $E/(1-\nu)$ (about 18 MPa for a (111) film), and 46 K would remove more than the initial 80 MPa. Thickness comparisons must also hold boundary character fixed, since otherwise $\delta D$ may differ between films.

Dislocation glide can compete. For this estimate take the tension $\sigma$ to be equal in both in-plane directions; the resolved shear stress then depends only on angles to the film normal. Let a threading dislocation advance on a slip plane whose normal makes an angle $\varphi$ with the film normal, and let its Burgers vector, of length $b_s$, make an angle $\lambda_s$ with that normal. Per unit advance the stress does work $\sigma\cos\varphi\cos\lambda_s\,b_sh/\sin\varphi$. The dislocation left at the interface costs about $G b_s^2\ln(h/b_s)/[4\pi(1-\nu)]$, with $G$ the shear modulus. Equating them,

$$\sigma_g=\frac{\sin\varphi}{\cos\varphi\cos\lambda_s}\,\frac{G b_s}{4\pi(1-\nu)h}\ln\frac h{b_s}.$$

For a (111) film the geometric factor is 3.46. With $G=48.5$ GPa and $b_s=0.255$ nm, $\sigma_g$ is 95 MPa at 400 nm and 172 MPa at 200 nm. These values use the line energy of an edge dislocation; the 60° mixed dislocation actually left at the interface lowers the first to about 87 MPa. The chosen 80 MPa lies below both thresholds, but only narrowly for the thicker film, where the estimate is too rough to exclude glide. At higher initial stress glide can contribute, and the diffusion law alone no longer describes the comparison.

Atomic size sets a further limit. By the end of relaxation at $d=h$, the mean inserted thickness $\bar u=(\sigma_0-\bar\sigma)d/E^*$ is only 0.20 nm in the thicker film and 0.10 nm in the thinner one, less than the Burgers vector length $b_s=0.255$ nm. A full layer of thickness $b_s$ in every boundary would lower the mean stress by $E^*b_s/d$, or 94 and 188 MPa, more than the 80 MPa available. The continuous wedge therefore assumes that boundaries can take up material in fractions of a layer. If they accept only whole layers, the atomic spacing enters as another length, and neither the computed times nor the factor of eight is assured for these films.

The remaining effects considered here are smaller for these numbers:

- **Nonlinear drive.** With $\sigma_0\Omega/kT=0.136$, an exponential dependence on stress would change the average drive by about 7%, upward if the carrier density goes as $e^{+\sigma\Omega/kT}$ (vacancies) and downward for the opposite sign. It does so equally in both films, so the ratio stands.
- **Capillarity.** A surface energy of roughly 1.5 J/m² gives stresses $\gamma/h$ of 3.8 and 7.5 MPa, or 5% and 9% of $\sigma_0$. A constant offset of this kind changes the amount of relaxation, but not the decay rates of the linear model. The offset is constant only if the grooves at the boundary mouths already have their equilibrium shape. A groove growing from a flat surface gives a larger, time-dependent stress at the mouth: with a rough boundary energy of 0.6 J/m² and equal surface and boundary conductances, about 9 and 16 MPa at $0.16\,t_h$, which moves the half-time ratio to about 9.
- **Lattice diffusion.** With a rough prefactor of $2\times10^{-5}$ m²/s and activation energy of 2.0 eV, its conductance over a width $h$ is about $10^{-6}$ of the boundary's.
- **Surface supply.** If the surface recedes uniformly, each side carries half the boundary flux at the mouth, falling linearly to zero at $d/2$. For equal surface and boundary conductances, the mean potential drop along the surface is $d/6$ times half the boundary gradient at the mouth. That is $d/(12h)$, or 8% at $d=h$, of the mouth gradient times $h$. The drop along the boundary is smaller than this product, because its flux falls to zero at the interface, so the surface drop is roughly 15% of it. Uniform recession also needs time: capillarity levels the surface over a distance $d=h$ in about $E^*h\,t_h/(16\pi^4\gamma)$, or 25 $t_h$ for the thicker film. Up to about $t_h$ the atoms therefore come from nearer the mouth and the drop is smaller, about 2% of the mouth gradient times $h$ at the half-time; later the depleted surface leaves a small, slowly decaying stress at the mouth. The drop depends on the additional length $\gamma/E^*$, so the factor of eight is then only approximate: including surface transport lengthens the half-time of the thicker film by about 8% and gives a half-time ratio of about 7.9. A cap that blocks surface diffusion removes the supply and breaks the model altogether.

A thick substrate of different stiffness, or elastic anisotropy, alters the numerical prefactor. Neither introduces a new length, so the factor of eight at fixed $d/h$ survives them. The remaining inputs and intermediate values are in the numerical output below.

## Table of computed values

```
Temperature: 500 K; initial stress: 80 MPa
Young modulus: 130 GPa; Poisson ratio: 0.34
Plane-strain modulus E*: 147.0 GPa
Lattice parameter: 0.361 nm
Atomic volume: 0.01176 nm^3; kT: 0.04309 eV
Boundary deltaD prefactor: 5.0e-15 m^3/s
Boundary activation energy: 1.10 eV
Boundary deltaD: 4.088e-26 m^3/s; B: 814.6 nm^3/s
Thicknesses: 400 and 200 nm; grain size d=h
Estimate kT h^3/(E* deltaD Omega), thick: 6252 s
Same estimate, thin: 782 s
Half-relaxation time, thick: 1020 s = 17.0 min
Half-relaxation time, thin: 127.5 s = 2.13 min
Half-time speedup, d/h fixed: 8.000 (no unit)
Slowest e-fold time, thick: 2051 s
Slowest e-fold time, thin: 256.4 s
Slowest rate times h^3/B, d=h: 38.31 (no unit)
Slowest-time prefactor, d=h: 0.328 (no unit)
Small-grain formula at d=h, rate h^3/B: 31.01 (no unit)
Isolated rate h^3/B, cells: 11.743 (no unit)
Isolated rate h^3/B, Galerkin: 11.742 (no unit)
Final mean stress, d=h: 8.8 % of initial
Final mean stress, d=h: 7.1 MPa
Thin half-time, d kept 400 nm: 220.3 s
Half-time speedup, d kept 400 nm: 4.63 (no unit)
Final mean stress, thin, d=400 nm: 16.7 %
Fixed d, initial d/h=0.05: slow-rate speedup 4.04 (no unit)
Fixed d, initial d/h=0.2: slow-rate speedup 4.15 (no unit)
Fixed d, initial d/h=1: slow-rate speedup 5.08 (no unit)
Fixed d, initial d/h=5: slow-rate speedup 6.75 (no unit)
Fixed d, initial d/h=50: slow-rate speedup 7.98 (no unit)
Early clock time: 0.786 s
Early relaxed fraction, thick: 0.697 %
Early relaxed fraction, thin: 2.712 %
Early fraction ratio: 3.89 (no unit)
Rate change for +5 K: 27.5 %
Heating that also gives factor 8: 46.4 K
Drive sigma0 Omega/kT: 0.136 (no unit)
Exponential drive excess over linear: 7.1 %
Surface energy, rough: 1.5 J/m^2
Capillary stress, thick/thin: 3.75/7.50 MPa
Lattice D prefactor, rough: 2.0e-05 m^2/s
Lattice activation energy, rough: 2.0 eV
Lattice/boundary conductance: 1.4e-06 (no unit)
Surface-supply drop, equal conductance: 8.3 %
Burgers vector: 0.2553 nm; shear modulus: 48.5 GPa
Glide geometry factor, (111) film: 3.46 (no unit)
Channelling stress, thick/thin: 95/172 MPa
```
